The Pauli Reference Field of a 7 K Superconductor

**Problem**

A two-dimensional superconducting layer has a transition temperature Tc = 7.0 K in zero field. A magnetic field B is applied in the plane of the layer.

(a) Find the Pauli limit for weak coupling, first as a slope in tesla per kelvin and then as a reference field for this layer.

(b) The layer is found to be still superconducting at 4.2 K in an in-plane field of 16 T. Does this contradict the answer to (a)?

For part (a), assume spin-singlet pairing with a uniform gap, zero temperature, g = 2, a constant density of states N0 per spin, no spin-orbit coupling and no effect of the field on orbital motion. Write h = μ_B B, so that a free electron has energy ξ − h or ξ + h according to its spin, where ξ is measured from the Fermi level.

**A tempting solution**

A Cooper pair holds two electrons of opposite spin. Breaking it creates two quasiparticles and costs at least 2Δ0, where Δ0 is the gap at zero temperature. If one spin then turns to the favourable direction, the Zeeman energy falls by 2h. Superconductivity should end when the gain pays for the cost:

2h = 2Δ0, so B = Δ0/μ_B.

With the weak-coupling gap Δ0 = 1.764 kTc and kTc = 0.6032 meV, the gap is 1.064 meV, and

B = 1.064 meV / (0.05788 meV/T) = 18.4 T.

**Where it fails**

The gap and the Zeeman energies are right. The fault is the criterion. The condition h = Δ0 tells when one pair can be broken while all the others stay paired, so it marks where the superconducting state loses its local stability. The metal has another option: it can give up all pairing at once and become a spin-polarized normal metal. The equilibrium state is the one with the lower total energy, and the two energies may cross before the gap closes. They must therefore be compared.

**The two energies**

In mean-field theory the quasiparticle energy without a field is E = √(ξ² + Δ²). Let pairing act for |ξ| < ωc, with ωc an energy much larger than Δ, and let λ be the dimensionless coupling. The energy of the paired state, per unit N0, is

Ω(Δ) = ∫ from −ωc to ωc of (ξ − E) dξ + Δ²/λ.

The last term corrects for the interaction energy being counted twice in the quasiparticle energies. Setting dΩ/dΔ = 0, and using dE/dΔ = Δ/E, gives for Δ ≠ 0

1/λ = ∫ from 0 to ωc of dξ/√(ξ² + Δ0²) = asinh(ωc/Δ0).

The normal state is Δ = 0, with E = |ξ|. The terms in ξ cancel in the difference:

Ω_s − Ω_n = 2 ∫ from 0 to ωc of [ξ − √(ξ² + Δ0²)] dξ + Δ0² asinh(ωc/Δ0).

The two integrals needed are

2∫ξ dξ = ωc²,

2∫√(ξ² + Δ0²) dξ = ωc√(ωc² + Δ0²) + Δ0² asinh(ωc/Δ0).

The asinh terms cancel. For ωc ≫ Δ0 the root is ωc√(ωc² + Δ0²) ≈ ωc² + Δ0²/2, so with N0 restored

Ω_s − Ω_n = −N0Δ0²/2.

Now switch on the field. In the normal metal, N0h electrons move from the unfavourable spin to the favourable one. Filling one spin band from 0 to h costs N0h²/2, and emptying the other from 0 down to −h costs N0h²/2 as well. Each transferred electron gains 2h, in total 2N0h². The net change is

N0h²/2 + N0h²/2 − 2N0h² = −N0h².

In the superconductor the quasiparticle energies become E − h and E + h. While h < Δ0 both are positive for every ξ, no quasiparticle is present at zero temperature, and the energy does not depend on the field.

The energies are equal when

N0h² = N0Δ0²/2, so h = Δ0/√2 and B_P = Δ0/(√2 μ_B).

Since Δ0/√2 is less than Δ0, the assumption of an unpolarized superconductor holds at the crossing. Diagonalizing the pairing matrices on a grid of ξ with ωc = 40Δ0 places the crossing at h = 0.7071Δ0.

The transition is first order: the gap jumps from Δ0 to zero. To see how far the normal state survives as a metastable state, expand its energy for a small gap. A level with |ξ| < h holds a single electron, so it cannot take part in pairing. Each other level contributes ξ − E ≈ ξ − |ξ| − Δ²/(2|ξ|), and the two signs of ξ add:

[Ω(Δ) − Ω(0)]/Δ² = 1/λ − ∫ from h to ωc of dξ/ξ = ln(2ωc/Δ0) − ln(ωc/h) = ln(2h/Δ0).

Here asinh(x) ≈ ln 2x was used for large x. The result is positive for h > Δ0/2. As long as the gap is uniform, both states are locally stable between Δ0/2 and Δ0, and the first-order transition lies inside this window. The tempting solution picked its upper edge.

**From the gap to Tc**

At temperature T the quasiparticle part of the free energy per level is ξ − 2kT ln[2cosh(E/2kT)], whose derivative with respect to Δ is −(Δ/E) tanh(E/2kT). At Tc the gap vanishes and E = |ξ|, so the gap equation becomes

1/λ = ∫ from 0 to ωc of tanh(ξ/2kTc)/ξ dξ = J(X), with J(X) = ∫ from 0 to X of tanh(x)/x dx and X = ωc/(2kTc).

To evaluate J for large X, use the expansion of tanh over its poles,

tanh(x)/x = Σ 2/(x² + a_n²), a_n = (n + 1/2)π, n = 0, 1, 2, …

Integration gives J = Σ (2/a_n) arctan(X/a_n). Choose a number N that is large while Nπ ≪ X. In the first N terms the arctangent is π/2, and they sum to

Σ 1/(n + 1/2) = ln N + γ + ln 4,

where γ is Euler's constant. This follows by writing the sum as 2H(2N) − H(N), with H(N) = 1 + 1/2 + … + 1/N ≈ ln N + γ. The remaining terms vary slowly with n and become an integral. With u = X/a and U = X/(Nπ) it is

(2/π) ∫ from 0 to U of arctan(u)/u du = ln U.

The last equality holds for large U: for u > 1 write arctan u = π/2 − arctan(1/u). The part with arctan(1/u) cancels the integral from 0 to 1, and (π/2) ln U remains. Adding the two pieces, N drops out:

J(X) = ln(4e^γ X/π), so 1/λ = ln[2e^γ ωc/(πkTc)].

Comparing with 1/λ = ln(2ωc/Δ0) gives

Δ0 = πe^(−γ) kTc = 1.764 kTc.

**Answer to (a)**

The slope is

B_P/Tc = (1.7639/√2)(k/μ_B) = (1.7639/1.4142) × 1.4887 T/K = 1.857 T/K,

which rounds to 1.86 T/K. For the 7 K layer,

B_P = 1.86 T/K × 7.0 K = 13.0 T.

The unrounded slope also gives 13.0 T. The spin splitting 2μ_B B at this field is 1.50 meV, smaller than the 2.13 meV needed to break a single pair. This is the collective character of the transition in numbers: the normal state wins before any one pair can be broken.

**Part (b): first the temperature**

The 13 T belongs to zero temperature, whereas the observation was made at 4.2 K. Warming alone makes the puzzle worse: the same model gives 11.0 T at 4.2 K, from the formula derived below with the spin-orbit coupling set to zero. That formula finds where the normal state becomes unstable to a small gap. It gives the critical field if the transition is continuous. At a field 2% higher, sixteen trial gaps between 0.2 kT and 3.2 kT all had a higher free energy than the normal state, as a continuous transition requires.

So 16 T lies well above what the assumptions of part (a) allow. Apart from zero temperature, at least one of them must fail in the layer.

**Ising spin-orbit coupling**

In some two-dimensional crystals without inversion symmetry, electrons in the two valleys K and −K feel opposite spin-orbit fields perpendicular to the layer. Let the spin energy be +βσz in one valley and −βσz in the other, so that the full splitting is 2β. The in-plane field adds hσx in both.

Singlet pairing joins an electron in valley K to a time-reversed partner in valley −K. Time reversal turns every spin over. Described in the time-reversed spin basis, the partner has

electron: ξ + βσz + hσx,

partner: ξ + βσz − hσx.

The spin-orbit term agrees in the two lines, while the magnetic term has opposite signs. Both have levels ξ ± ρ with ρ² = β² + h², but their spin axes differ by an angle θ, where cos θ = (β² − h²)/ρ². Pairing therefore connects levels of equal sign with weight cos²(θ/2) = β²/ρ², and levels of opposite sign with weight sin²(θ/2) = h²/ρ².

For small Δ, two levels of energies ε1 and ε2 contribute (1 − f1 − f2)/(ε1 + ε2) to the pairing integral, f being the Fermi function. In the equal-sign channel both energies are ξ + ρ or both are ξ − ρ. This merely shifts ξ, and for a band much wider than ρ it has no effect on the integral. In the opposite-sign channel the energies are ξ + ρ and ξ − ρ, as in the ordinary Pauli problem with ρ in place of h. That channel loses the amount

D = ∫ from 0 to ∞ of (dξ/ξ) {tanh(ξ/2kT) − ½ tanh[(ξ + ρ)/2kT] − ½ tanh[(ξ − ρ)/2kT]}.

Set x = ξ/2kT and y = ρ/2kT, and extend the integral to the whole line with a factor ½, which is allowed because the integrand is even. The pole expansion is tanh z = Σ [1/(z − ia_n) + 1/(z + ia_n)]. For a complex number w, the principal-value integral of 1/[x(x − w)] over the line is iπ/w if Im w > 0 and −iπ/w if Im w < 0. The first tanh then gives π/a_n for each n. Each shifted one has poles at w = ∓y ± ia_n, and together they give πa_n/(a_n² + y²). Hence, with s = y/π = ρ/(2πkT),

D = Σ {1/(n + 1/2) − (n + 1/2)/[(n + 1/2)² + s²]} = Re ψ(1/2 + is) − ψ(1/2).

Here ψ is the digamma function, which satisfies ψ(z) − ψ(1/2) = Σ [1/(n + 1/2) − 1/(n + z)].

The pairing integral at temperature T is ln[2e^γ ωc/(πkT)] − (h²/ρ²)D. It must equal 1/λ, which is the same logarithm taken at Tc. Subtracting,

ln(Tc/T) = (h²/ρ²)[Re ψ(1/2 + iρ/(2πkT)) − ψ(1/2)].

For β = 0 the weight h²/ρ² is 1 and the ordinary Pauli case returns. For β > 0 the spin-orbit field tilts the spin axes out of the plane, and an in-plane field breaks pairs with the reduced weight h²/ρ². The spins lie close to the perpendicular axis only when β is much larger than h.

**Answer to (b)**

With Tc = 7.0 K and T = 4.2 K held fixed, the formula gives these instability fields:

2β = 0: 11.0 T
2β = 3 meV: 17.4 T
2β = 6 meV: 27 T
2β = 12 meV: 47 T

Below such a field the normal state is unstable to pairing, so the critical field of the model is at least this large; a first-order transition could lie higher. In this model, which has no scattering between the valleys, a splitting of 3 meV is enough to explain superconductivity at 16 T. The margin is small, and such scattering weakens the protection, so a real layer may need a larger splitting. The observation does not contradict the 13 T of part (a). It shows that 13 T is a reference calculated under stated assumptions, not a bound on every superconductor with this Tc.

The field grows more slowly than the splitting. Writing L = ln(Tc/T), the condition h²/ρ² = L/D and β² = ρ² − h² give

h/β = √[L/(D − L)].

Every term of the sum for D increases with ρ, so h/β falls as β grows. Doubling the splitting from 6 to 12 meV accordingly raises the field by a factor of 1.7.

The limit of low temperature shows how different the two cases are. For large s, Re ψ(1/2 + is) ≈ ln s, and ψ(1/2) = −γ − ln 4. Then

D − L → ln[ρ/(2πkTc)] + γ + ln 4 = ln(2ρ/Δ0).

Without spin-orbit coupling D = L, so ρ = h = Δ0/2, the edge of metastability found before. With β > 0 the ratio h/β becomes √[L/ln(2ρ/Δ0)], and since L grows without limit as T → 0, so does the instability field in this model. This divergence requires a spin-orbit field that is strictly perpendicular to the layer, no scattering between the valleys and no orbital effect of the magnetic field. In a real layer the critical field stays finite.

**Another way past 13 T**

Even without spin-orbit coupling, the assumption of a uniform gap can fail. Let the pairs carry a momentum ħq in a clean metal with a circular Fermi line. The two partners, at k + q/2 and −k + q/2, have energies ξ − h_φ and ξ + h_φ, with

h_φ = h(1 − a cos φ), a = ħv_F q/(2h),

where φ is the angle between k and q and v_F is the Fermi velocity. At zero temperature the blocked levels are now |ξ| < |h_φ|, and the earlier condition ln(2h/Δ0) = 0 becomes an average over φ:

ln(2h/Δ0) + ⟨ln|1 − a cos φ|⟩ = 0.

For a ≤ 1 put a = 2r/(1 + r²) with r ≤ 1. Then 1 − a cos φ = |1 − re^(iφ)|²/(1 + r²). The average of ln|1 − re^(iφ)| is zero, because its power series in r has no constant term. So the average required is −ln(1 + r²), and

h = (Δ0/2)(1 + r²).

This rises from Δ0/2 at q = 0 to Δ0 at a = 1. For a > 1 put 1/a = cos φ0. The identity |cos φ − cos φ0| = 2|sin[(φ + φ0)/2] sin[(φ − φ0)/2]| gives an average of ln(a/2), since each factor |2 sin| averages to zero in the logarithm. Then h = Δ0/a, which falls again. The largest instability field is at a = 1:

h = Δ0, or B = 18.4 T.

This equals the number from the tempting solution, but it belongs to a different state. For the uniform gap assumed in part (a), 18.4 T remains wrong. It is also a result for zero temperature. In this model a pair momentum raises the instability field only below about 0.56 Tc; at 4.2 K, which is 0.6 Tc, the best momentum is zero and the field stays at 11.0 T, so this state cannot explain the observation. Moreover, it needs a clean metal, with a mean free path much longer than the coherence length, which a real layer may not offer.

**Orbital motion and the direction of the field**

The field also acts on the motion of the pairs. In Ginzburg-Landau theory, with coherence length ξ_GL and flux quantum Φ0 = 2πħ/(2e), superconductivity begins when the lowest eigenvalue of −d²/dz² + (2πBz/Φ0)² equals 1/ξ_GL². For an in-plane field and a layer of thickness d ≪ ξ_GL, the solution is nearly constant across the layer and z² averages to d²/12. Therefore

(2πB/Φ0)² d²/12 = 1/ξ_GL², so B = √3 Φ0/(π ξ_GL d).

For a perpendicular field the same operator acts along the layer, where it is that of a harmonic oscillator with lowest eigenvalue 2πB/Φ0. This gives B = Φ0/(2πξ_GL²).

With ξ_GL = 8 nm and d = 0.6 nm the two scales are about 240 T and 5 T. If 8 nm is the value extrapolated to zero temperature, ξ_GL is larger by 1/√(1 − T/Tc) at 4.2 K, and the scales there are about 150 T and 2 T. In the plane, orbital motion is a small correction to the 13 T. It matters more at higher fields: as a rough estimate, adding (B/240 T)² to the right side of the equation for ln(Tc/T) lowers 17.4 T to 17.3 T and 47 T to 45 T. For a perpendicular field it destroys superconductivity first, and the Pauli reference does not set the critical field.

**Beside a real layer**

These parameters lie in the regime of ion-gated MoS2: a Tc of several kelvin, a coherence length of several nanometres, a conducting layer less than a nanometre thick and a valley spin splitting of a few meV or more, depending on the filling. All are rough values. Such a layer does not satisfy the assumption of part (a) that spin-orbit coupling is absent. At 4.2 K this moves the model's field from 11 T to between 17 and 47 T for the splittings considered. Rashba coupling, which adds an in-plane part to the spin-orbit field, the orbital effect of the field, phase fluctuations of a two-dimensional layer, disorder, strong coupling and interaction changes of the spin susceptibility are left out, so these fields are estimates for the model and not predictions for a given device. The computed values are collected in the numerical output.

Numbers as computed

```
Transition temperature Tc: 7.0 K
k Tc: 0.6032 meV
Bohr magneton: 0.05788 meV/T
k / Bohr magneton: 1.4887 T/K
Gap ratio Delta0/(k Tc), formula: 1.7639
Gap ratio, gap and Tc equations solved: 1.7640
Gap Delta0: 1.0640 meV
Condensation energy / (N0 Delta0^2): -0.4999
Normal spin gain / (N0 h^2): -1.0000
Energy crossing h/Delta0, numerical: 0.7071
1/sqrt(2): 0.7071
Pauli slope: 1.8568 T/K
Pauli field, unrounded slope: 12.998 T
Pauli field, slope rounded to 1.86 T/K: 13.02 T
Pauli field, fully numerical road: 13.00 T
Spin energy h at the Pauli field: 0.7524 meV
Spin splitting 2h at the Pauli field: 1.5047 meV
Working temperature: 4.2 K
Critical field there, no spin-orbit coupling: 11.02 T
Instability field there, splitting 3 meV: 17.4 T
Instability field there, splitting 6 meV: 27.4 T
Instability field there, splitting 12 meV: 46.8 T
Largest error of pair-breaking formula: 1.9e-04
Non-uniform pairing, best h/Delta0: 1.0000
Non-uniform pairing field, clean 2D, T = 0: 18.38 T
Coherence length: 8.0 nm
Layer thickness: 0.6 nm
Orbital field scale, in plane: 238 T
Orbital field scale, perpendicular: 5.14 T
```
